# Grain-boundary conductance from thermionic emission to the Sharvin limit, part 2

Current through a polycrystalline semiconductor film must cross energy barriers at its grain boundaries. The model is a planar barrier, normal to $x$, between two identical grains with a parabolic, isotropic band of edge $E_c$, effective mass $m$ and two spin states. $E_b$ is the barrier top, $E_F$ the Fermi energy, $T$ the temperature, $k_B$ Boltzmann's constant, $e>0$ the elementary charge and $h=2\pi\hbar$.

The transverse wave vector is conserved. The normal energy $E_x$ is the total energy $E$ minus the energy of motion along the barrier. In the step model an electron crosses if $E_x>E_b$ and is otherwise reflected. This requires a barrier that is smooth and too wide for tunnelling, yet thin compared with the mean free path within about $k_BT$ of its top.

The voltage $V$ is defined by $eV=\mu_L-\mu_R$, the difference between the electrochemical potentials of the populations arriving from left and right. Current is counted as $e$ times the net number of electrons crossing from left to right. $G$ is the zero-bias conductance per unit area, $f(E)=1/(1+\exp[(E-E_F)/k_BT])$ and $\eta=(E_F-E_b)/k_BT$.

The first derivation subtracts the currents that the two grains emit over the barrier. The second sums the net currents $I_j$ of discrete transverse modes $j$, each with threshold $E_b$ plus its transverse energy. Both give

$$
G=\frac{e^2mk_BT}{2\pi^2\hbar^3}\ln(1+e^\eta)
=\frac{e^2m}{2\pi^2\hbar^3}\int_{E_b}^\infty f(E_x)\,dE_x .
\tag{7}
$$

For $\eta\ll-1$ this becomes the thermionic form, with Richardson constant $A^*$:

$$
G\simeq\frac{e^2mk_BT}{2\pi^2\hbar^3}\,e^{\eta}
=\frac{eA^*T}{k_B}\,e^{-(E_b-E_F)/k_BT},
\qquad
A^*=\frac{emk_B^2}{2\pi^2\hbar^3}.
\tag{5}
$$

For $\eta\gg1$ it becomes the Sharvin form, with $k_t$ the wave number at the barrier top:

$$
G\simeq\frac{e^2m(E_F-E_b)}{2\pi^2\hbar^3}
=\frac{2e^2}{h}\,\frac{k_t^2}{4\pi},
\qquad
\frac{\hbar^2k_t^2}{2m}=E_F-E_b .
\tag{6}
$$

### What each derivation assumes

Both derivations use independent electrons, a Fermi-Dirac population arriving from each side, a conserved transverse wave vector and a sharp threshold in $E_x$. They differ in how they proceed from there.

The first derivation treats the area as infinite from the start and calculates the whole current emitted by each grain. It gives the current at finite voltage, provided that the position of the barrier top under bias is known. The second does so too if the mode currents $I_j$ are summed, with the shifted threshold, before linearization. The price of the first route is that it handles two large opposing currents and must show that a moving barrier does not spoil their difference at first order.

The second derivation begins with discrete modes. It applies to a finite area before the sum is replaced by an integral, and after linearization it weights the electrons by $-\partial f/\partial E$, which is largest at the Fermi energy. If the barrier top lies well above the Fermi energy, only the tail of this weight contributes. In this picture the conserved transverse wave vector means that the modes do not mix. A rough boundary that scatters electrons between transverse directions would require the transmission between every pair of modes.

The integrals seem to disagree about which electrons matter. In (7) the weight is $f(E_x)$, which is close to one far below the Fermi energy; in the mode picture it is $-\partial f/\partial E$. The variables are different. An electron with small $E_x$ can have a total energy near $E_F$ if its transverse energy supplies the rest. Integration by parts makes the connection:

$$
\int_{E_b}^\infty f(E)\,dE
=\int_{E_b}^\infty(E-E_b)\left(-\frac{\partial f}{\partial E}\right)dE .
\tag{8}
$$

The boundary term $(E-E_b)f$ vanishes at both ends. The factor $E-E_b$ is proportional to the number of modes open at total energy $E$.

Each derivation also shows how to relax one assumption. If the step is replaced by a transmission probability $\mathcal T(E_x)$, the first derivation gives

$$
G=\frac{e^2m}{2\pi^2\hbar^3}\int_{E_c}^{\infty}
\mathcal T(E_x)f(E_x)\,dE_x ,
\tag{9}
$$

because $\mathcal T$ multiplies the integrand of both emitted currents. If the band is isotropic but not parabolic, the second derivation still counts $k_t^2(E)/4\pi$ modes per area, where $k_t(E)$ is the wave number at the barrier top.

### The resistance of a boundary without a barrier

Set $E_b=E_c$. Formula (7) then gives a finite value, $G_{\rm flat}$, although a plane drawn through a uniform crystal adds no resistance. The reason lies in the definition of the voltage. $G$ refers to the difference between the electrochemical potentials of the two arriving populations. In a uniform crystal carrying current, electrons arriving from the left were last scattered on the left, and those from the right on the right. Their populations differ even without a barrier.

This gives a relation between $G_{\rm flat}$ and the conductivity $\sigma$ of the grain. Let $g(E)$ be the density of states per volume and $v$ the speed. Of an isotropic population, the part crossing a plane in one direction is

$$
gv\int_0^1\frac{\cos\theta}{2}\,d(\cos\theta)=\frac{gv}{4},
\qquad\text{so}\qquad
G_{\rm flat}=e^2\int\frac{gv}{4}
\left(-\frac{\partial f}{\partial E}\right)dE .
$$

In diffusive transport with mean free path $\lambda$ the diffusion coefficient is $v\lambda/3$, and $\sigma$ is given by the same integral with $gv\lambda/3$ in place of $gv/4$. If $\lambda$ does not depend on energy,

$$
\sigma=\frac{4\lambda}{3}\,G_{\rm flat},\qquad
\lambda=\frac{3\sigma}{4G_{\rm flat}} .
\tag{10}
$$

Thus $1/G_{\rm flat}$ is the resistance of a length $4\lambda/3$ of grain, which the grain's own resistance already includes. A simple estimate of the extra resistance of the boundary is $R_b=1/G-1/G_{\rm flat}$. It vanishes without a barrier, as it must, and approaches $1/G$ for a high one. Between these limits it is an interpolation, not a solution of the transport problem.

For one boundary per grain length $L$, crossed in series, the resistance per period is $L/\sigma+R_b$. Setting this equal to $L/(en\mu_f)$, with $n$ the carrier density in the grain, defines the film mobility

$$
\mu_f=\frac{L}{en\,(L/\sigma+R_b)} .
\tag{11}
$$

### A worked example

The parameters are chosen to illustrate lightly doped polycrystalline indium oxide, with rough values for the mass and the permittivity: $m=0.20$ free-electron masses, relative permittivity 9, $N=3\times10^{18}\ \mathrm{cm^{-3}}$ ionized donors, grains of 30 nm with an internal mobility of $150\ \mathrm{cm^2/Vs}$, and $T=300$ K. The barrier top is placed 50 meV above the band edge.

The Fermi energy follows from neutrality inside the grain. With energy $w$ measured from the band edge,

$$
N=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}
\int_0^\infty\frac{\sqrt w\,dw}{1+\exp[(w-E_F+E_c)/k_BT]} .
$$

Numerical quadrature and root finding give $E_F-E_c=19.5$ meV. Since $k_BT=25.85$ meV,

$$
\eta=\frac{19.5-50.0}{25.85}=-1.18,\qquad
\ln(1+e^{-1.18})=0.268 .
$$

The Richardson constant is $24.0\ \mathrm{A\,cm^{-2}K^{-2}}$, so the prefactor $eA^*T/k_B$ is $8.37\times10^7\ \mathrm{S/cm^2}$. Then

$$
G=8.37\times10^7\times0.268=2.24\times10^7\ \mathrm{S/cm^2},
\qquad
\frac1G=4.46\times10^{-8}\ \Omega\,\mathrm{cm^2}.
$$

The thermionic form would give $2.57\times10^7\ \mathrm{S/cm^2}$, which is 15% more than (7).

The next table varies the density $N$ of ionized donors while holding the mass, the temperature and the barrier height above the band edge fixed. The total donor density can be larger, especially in the first row, where some donors may remain neutral. In a real film the barrier height would generally change with doping. The table takes the Fermi energy from a neutral grain interior. In the first row this needs grains much larger than 30 nm: a screened 50 meV barrier is then about 11 nm wide at half height and would trap about 60% of the electrons of a 30 nm grain. The constant mass is also a poorer approximation in the last row: with the non-parabolicity estimated below, $\eta$ there would be about 12 instead of 13.2, and the thermionic error, though still enormous, would be smaller.

| $N$ (cm$^{-3}$) | $\eta$ | $G$ (S/cm$^2$) | thermionic$/G$ |
|---|---|---|---|
| $3\times10^{17}$ | $-3.90$ | $1.68\times10^6$ | 1.01 |
| $3\times10^{18}$ | $-1.18$ | $2.24\times10^7$ | 1.15 |
| $1\times10^{20}$ | $13.2$ | $1.105\times10^9$ | $4.1\times10^4$ |

In the last row the Sharvin form agrees with (7) to the digits given. In the first two it gives zero.

For the film at $3\times10^{18}\ \mathrm{cm^{-3}}$, the grain conductivity is $\sigma=eN\times150\ \mathrm{cm^2/Vs}=72.1$ S/cm, and $G_{\rm flat}=9.54\times10^7\ \mathrm{S/cm^2}$. Equation (10) gives $\lambda=5.7$ nm. The resistance of the grain is $L/\sigma=4.16\times10^{-8}\ \Omega\,\mathrm{cm^2}$, similar to $1/G$. Subtracting $1/G_{\rm flat}$ from $1/G$ leaves $R_b=3.41\times10^{-8}\ \Omega\,\mathrm{cm^2}$, and (11) gives a film mobility of $82\ \mathrm{cm^2/Vs}$. Using $1/G$ without the subtraction would give 72. Both values refer to the carrier density in the grain interior. The charge trapped at the boundaries, estimated below, removes about 19% of the electrons from the band; referred to the mobile density averaged over the film, the mobility of 82 would become $101\ \mathrm{cm^2/Vs}$.

### How far the step model can be trusted here

**Tunnelling and reflection.** These require the barrier's shape. Suppose that electrons trapped in the boundary plane repel the mobile ones. Let $u(x)$ be the local rise of the band edge and $n(u)$ the electron density there. Poisson's equation for electron energy is

$$
\frac{d^2u}{dx^2}=\frac{e^2}{\epsilon}\,[N-n(u)],
\qquad
\frac12\left(\frac{du}{dx}\right)^2
=\frac{e^2}{\epsilon}\int_0^u[N-n(u')]\,du' ,
$$

where $\epsilon$ is the permittivity. The second form follows on multiplying the first by $du/dx$ and integrating from the grain interior, where $u$ and its slope vanish. Numerical integration gives a barrier with a full width of 3.9 nm at half height. The field beside the plane is 0.17 MV/cm, which corresponds to $1.7\times10^{12}$ trapped electrons per $\mathrm{cm^2}$.

The Schrödinger equation for this barrier was solved by dividing it into thin slices of constant potential and matching the wave and its slope. The resulting $\mathcal T(E_x)$ was inserted in (9). Electrons below the top contribute $0.75\,G$, where the step model has none. Those above it contribute $0.93\,G$ instead of $G$, because some are reflected. The total is $1.68\,G$. For this thin barrier, tunnelling is a leading part of the current.

**Scattering.** The mean free path of 5.7 nm is not much longer than the barrier is wide. If transport through the barrier were purely diffusive, with the grain's mobility $\mu_g$, the barrier would add

$$
R_s=\int\frac{dx}{e\mu_g}\left[\frac1{n(u(x))}-\frac1N\right]
=1.74\times10^{-8}\ \Omega\,\mathrm{cm^2},
$$

which is $0.39/G$. Placed in series with $1/G$, it would reduce the conductance to $1/1.39=0.72$ of the step value. This rule is rough and tends to overstate the loss, because $R_s$ presumes many collisions inside a barrier that is in fact thinner than the mean free path. The overstatement can be large: classical trajectories with a constant mean free path of 5.7 nm and thermalizing collisions give a factor near 0.9. The semiclassical picture is itself marginal here: the scattering time $\tau=\mu_gm/e=17$ fs corresponds to an energy broadening $\hbar/\tau=39$ meV, which exceeds $k_BT$ and is close to the barrier height.

**Uneven barriers.** Donors are discrete, with a mean spacing $N^{-1/3}=6.9$ nm, larger than the barrier width. The unscreened Coulomb energy of two charges at this distance is 23 meV. Take this as the standard deviation of a Gaussian spread of barrier heights, with negative heights set to zero, and let each patch conduct according to (7). The mean conductance is then $1.25\,G$: low patches gain more than high patches lose. Screening would reduce the spread, and patches this small may not act as independent planes.

**Smaller effects.** For a non-parabolic band, let the kinetic energy $w$ obey $w(1+\alpha w)=\hbar^2k^2/2m$. The two-band estimate $\alpha=(1-m/m_0)^2/E_g$, with $m_0$ the free-electron mass and a rough gap $E_g=2.8$ eV, gives $\alpha=0.23\ \mathrm{eV^{-1}}$. Replacing $E-E_b$ in (8) by $(E-E_b)[1+\alpha(E-E_b)]$ raises $G$ by 1.3% at fixed $E_F$ and $E_b$. At fixed donor density and barrier height the Fermi energy falls as well, and $G$ is instead lowered by about 2%. A film field of 1 kV/cm drops 3.0 mV per grain, or $0.12\,k_BT/e$. If all of it falls across the barrier, with the top keeping its height above the mean of the two shifted band edges, the current exceeds $GV$ by 0.04%. This small value rests on the symmetric division, which removes the second-order term; if the top keeps its height above the band edge of the right grain instead, the excess is about 5%.

These are separate estimates. Tunnelling and scattering act in opposite directions, and their factors cannot simply be multiplied, since the wave calculation leaves out scattering and the diffusive estimate leaves out tunnelling. For this film, (7) is a reference value whose neglected effects individually reach tens of per cent.

The tunnelling error falls as a barrier of given height becomes wider. This can be seen with the smooth barrier $E_c+U/\cosh^2(x/a)$, where $U=50$ meV. Its transmission has a known closed form, quoted here without derivation:

$$
\mathcal T=\frac{\sinh^2(\pi ka)}
{\sinh^2(\pi ka)+\cosh^2\!\left(\frac{\pi}{2}
\sqrt{8mUa^2/\hbar^2-1}\right)},
\qquad
k=\frac{\sqrt{2m(E_x-E_c)}}{\hbar}.
$$

With the same $E_F$, mass and temperature, (9) gives 1.28, 1.03 and 1.002 times the step value for $a=3$, 10 and 40 nm. But this barrier is only about $2\,k_BT$ high, so the part within $k_BT$ of its top is nearly as wide as the barrier itself. At a width of tens of nanometres that part is no longer thin compared with a mean free path of 5.7 nm. In this material model, widening the barrier cures one error and worsens the other.

### The model beside real indium oxide films

Indium oxide used as a transparent electrode is commonly doped to roughly $10^{20}$ to $10^{21}\ \mathrm{cm^{-3}}$, so the example is lightly doped by that standard. The internal mobility of $150\ \mathrm{cm^2/Vs}$ was chosen for illustration and may be lower in a film with such small grains. At fixed density and barrier shape, $R_s$ varies as $1/\mu_g$; for $50\ \mathrm{cm^2/Vs}$ it would be three times larger, about $1.2/G$. The mean free path would then be only 1.9 nm, about the inverse of a typical electron wave number, and neither the emission formula nor this estimate of scattering could be relied on. Real boundaries are also neither planar nor uniform, and current can pass around a high barrier through a lower one. The estimate above puts the effect of uneven heights near 25% for the assumed spread. The film mobility of $82\ \mathrm{cm^2/Vs}$ is therefore a result of the model, not a prediction for a particular film.
